# Electric Field Gradients in the Projector-Augmented-Wave Method: Derivation and Test, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The three-term formula

### Result

In Hartree atomic units, with \(n\) the electron number density (charge density \(-n\)) and \(V\) the electrostatic potential, the electric field gradient (EFG) at a nucleus at \(\mathbf R\) is the traceless tensor \(V_{ij}=(\partial_i\partial_j-\tfrac13\delta_{ij}\nabla^2)V\), with the potential of that nucleus itself left out. In the projector-augmented-wave (PAW) method it is

\[ V_{ij}=\tilde V_{ij}+V^1_{ij}[n^1]-V^1_{ij}[\tilde n^1]-V^1_{ij}[\hat n^R], \tag{1} \]

\[ \tilde V_{ij}=4\pi\sum_{\mathbf G\neq0}(\tilde n+\hat n)(\mathbf G)\left(\frac{G_iG_j}{G^2}-\frac{\delta_{ij}}{3}\right)e^{i\mathbf G\cdot\mathbf R}, \tag{2} \]

\[ V^1_{zz}[\nu]=-\sqrt{\frac{16\pi}{5}}\int_0^{r_c}\nu_{20}(r)\,\frac{dr}{r}. \tag{3} \]

Here \(\tilde n\) is the pseudo valence density, \(n^1\) and \(\tilde n^1\) are the all-electron and pseudo one-centre densities in the sphere of radius \(r_c\) around \(\mathbf R\), \(\hat n\) is the compensation density of all spheres, \(\hat n^R\) is its part in sphere \(R\), and \(\nu_{20}\) is the \(L=2\), \(M=0\) radial component of a density \(\nu\). The measure \(dr/r\) is the weight \(r^{-3}\) times the volume factor \(r^2dr\). Equation (1) holds for point nuclei, nonrelativistic orbitals, a neutral cell, non-overlapping spheres, frozen spherical cores contained in the spheres, and partial waves that are complete inside the spheres. The compensation density is part of the formula: it enters both the plane-wave term and a one-centre term. That p-p products dominate the one-centre terms is not a theorem. It requires an anisotropic p occupation, and Part II gives the conditions.

### Real harmonics and angular averages

\(Y_{LM}\) are real orthonormal spherical harmonics, so \(r^LY_{LM}\) is a homogeneous polynomial of degree \(L\) with zero Laplacian. The origin is put at \(\mathbf R\), and \(\mathbf u=\mathbf r/r\). One lemma supplies the orthogonality used below. Let \(h\) be a harmonic homogeneous polynomial of degree \(l\) and \(p\) any homogeneous polynomial of degree \(k\). On the unit sphere \(\partial_rp=kp\) and \(\partial_rh=lh\), so Green's second identity on the unit ball gives

\[ (k-l)\oint ph\,d\Omega=\int_{r<1}h\nabla^2p\,d^3r=\frac{1}{k+l+1}\oint h\,\nabla^2p\,d\Omega. \tag{4} \]

The last step integrates \(r^{\,l+k-2}r^2\) from 0 to 1. If \(p\) is harmonic and \(k\ne l\), the angular integral vanishes. If \(p\) is arbitrary and \(k<l\), then \(\nabla^2p\) is homogeneous of degree \(k-2<l\), and repeating (4) ends at a polynomial with zero Laplacian. Hence a polynomial of degree below \(l\) is orthogonal on the sphere to every harmonic of degree \(l\).

The averages over directions \(\langle\cdot\rangle=\oint\cdot\,d\Omega/4\pi\) are \(\langle u_z^{2k}\rangle=\tfrac12\int_{-1}^1u^{2k}du=1/(2k+1)\). Averaging \((u_x^2+u_y^2+u_z^2)^2=1\) gives \(3\cdot\tfrac15+6\langle u_x^2u_z^2\rangle=1\), so \(\langle u_x^2u_z^2\rangle=\tfrac1{15}\). Then \(\langle(3u_z^2-1)^2\rangle=\tfrac95-2+1=\tfrac45\) and \(\langle(u_x^2-u_y^2)^2\rangle=\tfrac25-\tfrac2{15}=\tfrac4{15}\), which fixes the normalisations

\[ Y_{20}=\sqrt{\tfrac{5}{16\pi}}(3u_z^2-1),\quad Y_{xz}=\sqrt{\tfrac{15}{4\pi}}\,u_xu_z,\quad Y_{x^2-y^2}=\sqrt{\tfrac{15}{16\pi}}(u_x^2-u_y^2), \tag{5} \]

with \(Y_{xy}\) and \(Y_{yz}\) like \(Y_{xz}\).

### The kernel

For charge away from the origin, \(V(\mathbf r)=-\int n(\mathbf r')|\mathbf r-\mathbf r'|^{-1}d^3r'\) may be differentiated under the integral. With \(\mathbf s=\mathbf r-\mathbf r'\), \(\partial_i s^{-1}=-s_i/s^3\) and \(\partial_j(-s_i s^{-3})=-\delta_{ij}/s^3+3s_is_j/s^5\). At \(\mathbf r=0\) one has \(\mathbf s=-\mathbf r'\), and the expression is even in \(\mathbf s\), so

\[ V_{ij}=-\int n(\mathbf r)\,\frac{3u_iu_j-\delta_{ij}}{r^3}\,d^3r. \tag{6} \]

The kernel is traceless. By (5), \(3u_z^2-1=\sqrt{16\pi/5}\,Y_{20}\), \(3u_xu_z=3\sqrt{4\pi/15}\,Y_{xz}=\sqrt{12\pi/5}\,Y_{xz}\) and \(3(u_x^2-u_y^2)=\sqrt{48\pi/5}\,Y_{x^2-y^2}\). A point charge \(+Z\) on the \(z\) axis at distance \(d\) has \(n=-Z\delta\) and \(u_z^2=1\), so it gives \(V_{zz}=2Z/d^3\). Positive charge on the axis makes \(V_{zz}\) positive, and electrons on the axis make it negative.

### Charge at the nucleus and the L = 2 projection

The electron density is finite at the nucleus, where the kernel of (6) is not absolutely integrable, so the origin needs its own argument. Expand \(n=\sum n_{LM}(r)Y_{LM}\) and \(V=\sum V_{LM}(r)Y_{LM}\). Poisson's equation for electrons, \(\nabla^2V=4\pi n\), separates into \((r^2V_{LM}')'-L(L+1)V_{LM}=4\pi r^2n_{LM}\). The solution that is regular at the origin and decays at infinity is

\[ V_{LM}=-\frac{4\pi}{2L+1}\left[\frac{A(r)}{r^{L+1}}+r^LB(r)\right],\quad A=\int_0^r n_{LM}r'^{L+2}dr',\quad B=\int_r^\infty n_{LM}r'^{1-L}dr'. \tag{7} \]

To verify it, set \(c=4\pi/(2L+1)\) and use \(A'=nr^{L+2}\), \(B'=-nr^{1-L}\). In \(V'\) the terms \(A'r^{-L-1}+B'r^L=nr-nr\) cancel, leaving \(r^2V'=-c[-(L+1)Ar^{-L}+LBr^{L+1}]\). Differentiating again gives \(-c[L(L+1)(Ar^{-L-1}+Br^L)-(L+1)nr^2-Lnr^2]=L(L+1)V+4\pi nr^2\).

Near a point nucleus the component of angular momentum \(l\) of a nonrelativistic orbital behaves as \(r^l\), because the centrifugal term \(l(l+1)/r^2\) controls the radial equation there. By the lemma, a product \(Y_{lm}Y_{l'm'}\), a polynomial of degree \(l+l'\) on the sphere, has no component with \(L>l+l'\). Therefore \(n_{LM}=O(r^L)\). The small-\(r\) form of each term of (7) follows.

For \(L=0\), \(A/r=n_{00}(0)r^2/3+O(r^3)\) and \(B=B(0)-n_{00}(0)r^2/2+O(r^3)\), so \(V_{00}Y_{00}=\text{const}+\tfrac{2\pi}{3}n(0)r^2+O(r^3)\). Its second derivative is \(\tfrac{4\pi}{3}n(0)\delta_{ij}\). This contact term is a pure trace and is removed by the definition of \(V_{ij}\). For \(L=1\), \(A/r^2=O(r^3)\) and \(rB=rB(0)+O(r^3)\), which is a uniform field with no second derivative at the origin. For \(L\ge3\), both terms are \(O(r^L)\) or smaller. For \(L=2\), \(A/r^3=O(r^4)\) and \(r^2B=r^2B(0)+O(r^4)\), so the traceless quadratic part of the potential is

\[ V^{(2)}(\mathbf r)=-\frac{4\pi}{5}\sum_M I_M\,r^2Y_{2M}(\mathbf u),\qquad I_M=\int_0^\infty n_{2M}(r)\frac{dr}{r}. \tag{8} \]

The integral converges because \(n_{2M}=O(r^2)\). In (8), \(r^2Y_{20}=\sqrt{5/16\pi}\,(2z^2-x^2-y^2)\) has \(\partial_z^2=4\sqrt{5/16\pi}\), and the other four functions contain no \(z^2\). Thus \(V_{zz}=-\tfrac{16\pi}{5}\sqrt{5/16\pi}\,I_0\). In the same way \(\partial_x\partial_z(r^2Y_{xz})=\sqrt{15/4\pi}\) and \((\partial_x^2-\partial_y^2)r^2Y_{x^2-y^2}=4\sqrt{15/16\pi}\), while \(r^2Y_{20}\) contributes equally to \(xx\) and \(yy\). The five components are

\[ V_{zz}=-\sqrt{\tfrac{16\pi}{5}}\,I_0,\qquad V_{xz}=-\sqrt{\tfrac{12\pi}{5}}\,I_{xz},\qquad V_{xx}-V_{yy}=-\sqrt{\tfrac{48\pi}{5}}\,I_{x^2-y^2}, \tag{9} \]

with \(xy\) and \(yz\) like \(xz\), and \(V_{xx}+V_{yy}=-V_{zz}\). These are the coefficients found below (6), so (6) holds for the whole density provided the angular integral is done first. Only the \(L=2\) density contributes. The weight is \(r^{-3}\) for all of it because a point nucleus has all the charge outside it. For a nucleus of finite radius, (9) still gives the gradient at its centre for a given \(n_{2M}\), but nuclear charge at radius \(r\) feels both \(A(r)\) and \(B(r)\) of (7), so the quadrupole coupling of the part of \(n_{2M}\) inside the nucleus is no longer proportional to its contribution to (9).

### The PAW density

Each sphere has all-electron partial waves \(\phi_a=\phi_a(r)Y_{l_am_a}\), smooth partial waves \(\tilde\phi_a\) equal to them for \(r\ge r_c\), and projectors \(\tilde p_a\) confined to the sphere with \(\langle\tilde p_a|\tilde\phi_b\rangle=\delta_{ab}\). The radial functions are real and carry no factor of \(r\), so norms are \(\int\phi_a^2r^2dr\). The valence orbital is rebuilt from the pseudo-orbital as

\[ \psi_n=\tilde\psi_n+\sum_R\Delta^R_n,\qquad\Delta^R_n=\psi^1_n-\tilde\psi^1_n,\qquad\psi^1_n=\sum_ac_{na}\phi_a,\quad\tilde\psi^1_n=\sum_ac_{na}\tilde\phi_a, \tag{10} \]

with \(c_{na}=\langle\tilde p_a|\tilde\psi_n\rangle\). Each \(\Delta^R\) vanishes outside its sphere. Since spheres do not overlap, at most one \(\Delta^R\) is nonzero at any point. Inside sphere \(R\), write out the two squares,

\[ |\psi|^2=|\tilde\psi|^2+2\,\mathrm{Re}\,\tilde\psi^*\Delta+|\Delta|^2,\qquad|\psi^1|^2=|\tilde\psi^1|^2+2\,\mathrm{Re}\,\tilde\psi^{1*}\Delta+|\Delta|^2, \]

and subtract the second from the first:

\[ |\psi|^2=|\tilde\psi|^2+|\psi^1|^2-|\tilde\psi^1|^2+2\,\mathrm{Re}\,(\tilde\psi-\tilde\psi^1)^*(\psi^1-\tilde\psi^1). \tag{11} \]

If \(\tilde\psi=\sum_ab_a\tilde\phi_a\) inside the sphere, duality gives \(b_a=c_a\), so \(\tilde\psi=\tilde\psi^1\) and the last term is zero. This is the completeness assumption. With a finite set the last term is dropped. It is small where either factor is small: the first factor measures what the smooth partial waves miss, and the second goes to zero towards \(r_c\). Summing over states with weights \(f_n\), which contain occupation, spin and k-point weight,

\[ n=\tilde n+\sum_R(n^1-\tilde n^1),\quad n^1=\sum_{ab}D_{ab}\phi_a\phi_b,\quad\tilde n^1=\sum_{ab}D_{ab}\tilde\phi_a\tilde\phi_b,\quad D_{ab}=\sum_nf_nc^*_{na}c_{nb}. \tag{12} \]

\(D\) is Hermitian and \(\phi_a\phi_b\) is real and symmetric in \(a,b\), so the imaginary, antisymmetric part of \(D\) cancels and \(D\) may be replaced by its real part.

The nucleus and its frozen core form a spherical distribution inside the sphere. At its own site it is pure \(L=0\) and gives no EFG. Outside the sphere, (7) with \(L=0\) has \(B=0\) and \(A\) constant, which is the potential of a point charge equal to the ion charge \(Z_v\). For the EFG at every nucleus the ion may therefore be replaced by \(-Z_v\delta(\mathbf r-\mathbf R)\) in the number density. A spherical core that extends beyond \(r_c\) still acts as a point charge at every nucleus it does not reach, since beyond its extent \(B=0\) and \(A\) is constant. The replacement fails when the core reaches another nucleus or is deformed by its surroundings.

### Compensation density

The sphere term \(n^1-\tilde n^1-Z_v\delta\) is confined to its sphere, but its potential is not. Outside the sphere (7) has \(B=0\) and \(A\) equal to the multipole moment

\[ Q_{LM}=\int_0^{r_c}(n^1-\tilde n^1)_{LM}\,r^{L+2}dr-\delta_{L0}\frac{Z_v}{\sqrt{4\pi}}, \tag{13} \]

where the last term is \(-Z_vY_{00}\), from \(A=\int\nu\,r^LY_{LM}d^3r\) applied to the delta function. The outside potential is \(-\sum\tfrac{4\pi}{2L+1}Q_{LM}Y_{LM}/r^{L+1}\). On the axis \(Y_{L0}=(\pm1)^L\sqrt{(2L+1)/4\pi}\) for the directions \(\pm z\), and \(\partial_z^2|z|^{-L-1}=(L+1)(L+2)|z|^{-L-3}\). For an axial distribution a sphere therefore produces, at a nucleus a distance \(d\) away along \(\pm z\),

\[ V_{zz}=-\sum_L(\pm1)^L\sqrt{\frac{4\pi}{2L+1}}\,\frac{(L+1)(L+2)\,Q_{L0}}{d^{L+3}}, \tag{14} \]

which is already the traceless part because the potential is harmonic there. To move these long-range fields to the plane-wave grid, define in each sphere a smooth density with the same moments,

\[ \hat n^R=\sum_{LM}Q_{LM}\,g_L(r)Y_{LM},\qquad\int_0^{r_c}g_L\,r^{L+2}dr=1, \tag{15} \]

with \(g_L\propto r^L\) at small \(r\) and \(g_L=0\) beyond \(r_c\). Add and subtract \(\hat n=\sum_R\hat n^R\) in the total number density:

\[ n_{\rm tot}=(\tilde n+\hat n)+\sum_R\left[(n^1-Z_v\delta)-(\tilde n^1+\hat n^R)\right]. \tag{16} \]

By (13) and (15) every multipole moment of each bracket is zero, so outside its sphere both \(A\) and \(B\) vanish and the bracket has no potential there. At nucleus \(R\) the brackets of all other spheres, periodic images of \(R\) included, drop out. The bracket of \(R\) is handled by (9) with the integral cut at \(r_c\), and its delta function is the excluded own nucleus. This gives the three one-centre terms of (1). The first term of (16) is smooth, periodic and neutral: each bracket has zero monopole, so \(\tilde n+\hat n\) carries the charge of the whole cell.

The left side of (16) does not contain \(g_L\), so the sum (1) is independent of the shape functions while \(\tilde V_{ij}\) and \(V^1_{ij}[\hat n^R]\) separately are not. Since \(l,l'\le l_{\max}\) allows \(L\le2l_{\max}\), the compensation is complete when (15) runs to \(2l_{\max}\). A moment left out leaves the corresponding term of (14) missing at the neighbours.

### Plane-wave term

Let \(\nu=\tilde n+\hat n=\sum_{\mathbf G}\nu(\mathbf G)e^{i\mathbf G\cdot\mathbf r}\) with \(\nu(\mathbf G)=\Omega^{-1}\int_\Omega\nu\,e^{-i\mathbf G\cdot\mathbf r}d^3r\). Poisson's equation becomes \(-G^2V(\mathbf G)=4\pi\nu(\mathbf G)\). At \(\mathbf G=0\) it demands \(\nu(0)=0\), which neutrality provides. For \(\mathbf G\ne0\), \(V(\mathbf G)=-4\pi\nu(\mathbf G)/G^2\). Each derivative brings \(iG_j\), so

\[ \partial_i\partial_jV=\sum_{\mathbf G\ne0}(iG_i)(iG_j)\left(-\frac{4\pi\nu(\mathbf G)}{G^2}\right)e^{i\mathbf G\cdot\mathbf r}=4\pi\sum_{\mathbf G\ne0}\nu(\mathbf G)\frac{G_iG_j}{G^2}e^{i\mathbf G\cdot\mathbf r}. \]

The trace is \(4\pi\nu(\mathbf r)\), as Poisson's equation requires, and subtracting a third of it times \(\delta_{ij}\) gives (2). Two solutions with periodic fields differ by a potential whose field components are harmonic and periodic. In Fourier space such a component obeys \(G^2E(\mathbf G)=0\) and is constant, so the potentials differ by a constant plus a linear term, which has no second derivative. The EFG of a neutral cell is thus free of the choice of average potential and macroscopic field. For a charged cell, omitting \(\mathbf G=0\) adds a uniform neutralising background, and the result refers to that system.

The factor multiplying \(\nu(\mathbf G)\) in (2) does not decay with \(G\). The sum converges like the Fourier series of the density at a point, so the grid has to resolve both \(\tilde n\) and \(g_L\).

Equations (2) and (9) are independent routes to the same quantity and can be compared on a model. For \(n=r^pe^{-2r^2}Y_{L0}\), (9) gives zero unless \(L=2\). For \(L=2\) the integrals are \(\int re^{-2r^2}dr=\tfrac14\) for \(p=2\) and \(\int r^3e^{-2r^2}dr=\tfrac18\) for \(p=4\). With \(\sqrt{16\pi/5}=3.17066\) the values are \(-0.79267\) and \(-0.39633\) a.u. The plane-wave sums in a cubic box give \(-0.79270\) and \(-0.39639\), and zero to five decimals for \(L=0,1,3,4\). For \(n=xz\,e^{-2r^2}=\sqrt{4\pi/15}\,r^2e^{-2r^2}Y_{xz}\), (9) gives \(V_{xz}=-\sqrt{12\pi/5}\sqrt{4\pi/15}\cdot\tfrac14=-\tfrac{4\pi}{5}\cdot\tfrac14=-\pi/5=-0.62832\), against \(-0.62830\) from (2). The numerical check asserts all of these within \(3\times10^{-4}\) a.u. The zeros for \(L=0\) and for odd \(L\) also follow from the cubic and inversion symmetry of the box, so the discriminating cases are \(L=2\), where two radial shapes fix the prefactor and the exponent of a power-law weight, and \(L=4\). The plane-wave sum includes periodic images, which (9) applied to one copy does not. The images account for the small differences in \(V_{zz}\): summing the field gradient of the image quadrupoles over the lattice of the 12 bohr box gives \(-3.5\times10^{-5}\) and \(-6.1\times10^{-5}\) a.u. for \(p=2\) and \(p=4\), equal to the two differences, and these fall as the inverse fifth power of the box edge.

## Part II. One-centre terms, the p-p channel and a worked example

This part uses the following from Part I. The EFG at a nucleus is \(V_{ij}=\tilde V_{ij}+V^1_{ij}[n^1]-V^1_{ij}[\tilde n^1]-V^1_{ij}[\hat n^R]\), equation (1), with \(\tilde V_{ij}\) the plane-wave sum (2) over \(\tilde n+\hat n\). A one-centre term is \(V^1_{zz}[\nu]=-C\int_0^{r_c}\nu_{20}\,dr/r\) with \(C=\sqrt{16\pi/5}\) and \(CY_{20}=3u_z^2-1\). The one-centre densities are \(n^1=\sum D_{ab}\phi_a\phi_b\) and \(\tilde n^1=\sum D_{ab}\tilde\phi_a\tilde\phi_b\) with \(D\) real and symmetric. The compensation density is \(\hat n^R=\sum Q_{LM}g_LY_{LM}\) with moments (13), and (14) is the EFG that the moments of one sphere produce at another nucleus. By lemma (4), a polynomial of degree below \(l\) is orthogonal on the sphere to harmonics of degree \(l\).

Equation (1) has been derived, with the compensation density entering both the plane-wave term and a one-centre term, and the plane-wave and radial formulas have been checked against each other on model densities. What remains is to resolve the one-centre terms into angular-momentum channels, to find when p-p dominates, and to test the formula on the nitrogen molecule.

All numerical values are calculated from the stated model.
